# The Kohlrausch relation between voltage and peak temperature in metallic filaments

A resistive memory cell in its conducting state may carry current through a metallic filament a few nanometres wide, joining two much larger electrodes. The filament heats up, and its hottest part is where atoms move or a phase changes most readily. Its width, its shape and the scattering inside it are seldom known. One might expect the peak temperature to be equally uncertain, since a thin filament has a large resistance and a thick one carries a large current. If electrons carry the heat as well as the charge, however, a constriction that impedes one flow impedes the other in the same proportion. The question is how much of the geometry survives in the peak temperature.

## The ratio of heat conduction to charge conduction

Consider electrons of charge $-e$, with $e>0$, in local equilibrium at temperature $T$. Let $E$ be the band energy, $\mu$ the chemical potential measured from the same zero, and $\bar\mu$ the electrochemical potential, which includes the electrostatic energy. A voltmeter responds to $\bar\mu$, so we define the potential

$$\phi=-\bar\mu/e. \tag{1}$$

Let scattering be elastic, with relaxation time $\tau(E)$. Between collisions an electron conserves its total energy $\varepsilon$, where $\varepsilon-\bar\mu=E-\mu$. The steady Boltzmann equation therefore gives the departure from local equilibrium as $\delta f=-\tau\,\mathbf v\cdot\nabla f$, with the gradient taken at fixed $\varepsilon$. Since $f$ depends only on $x=(\varepsilon-\bar\mu)/k_BT$,

$$\nabla f\big|_\varepsilon=\left(-\frac{\partial f}{\partial E}\right)\left[\nabla\bar\mu+\frac{E-\mu}{T}\nabla T\right]. \tag{2}$$

For an isotropic conductor with density of states $g(E)$, spin included, define $\Sigma(E)=e^2g\langle v_x^2\rangle\tau$ and

$$I_n=\int_{-\infty}^{\infty}x^n\left(-\frac{df}{dx}\right)\Sigma\,dx. \tag{3}$$

The charge current sums $-e\mathbf v\,\delta f$, and the heat current sums $(E-\mu)\mathbf v\,\delta f$. With $E-\mu=k_BTx$, equation (2) gives

$$\mathbf J=\frac1e\left[I_0\nabla\bar\mu+k_BI_1\nabla T\right],\qquad
\mathbf q=-\frac{k_BT}{e^2}\left[I_1\nabla\bar\mu+k_BI_2\nabla T\right]. \tag{4}$$

At uniform temperature, (1) turns the first expression into $\mathbf J=-I_0\nabla\phi$, so the electrical conductivity is $\sigma=I_0$. Thermal conductivity is defined at zero current. Then $\nabla\bar\mu=-k_B(I_1/I_0)\nabla T$, and substitution into $\mathbf q=-\kappa\nabla T$ yields

$$\frac{\kappa}{\sigma T}=\left(\frac{k_B}{e}\right)^2\left[\frac{I_2}{I_0}-\left(\frac{I_1}{I_0}\right)^2\right]. \tag{5}$$

In a degenerate metal $\Sigma$ hardly changes over a few $k_BT$ around $\mu$, and at leading order it leaves the integrals as a constant. The weight $-df/dx$ is even and has unit area, so $I_0=\Sigma$ and $I_1=0$. For $I_2$ we integrate by parts and expand $f=1/(e^x+1)$ for $x>0$:

$$\frac{I_2}{\Sigma}=2\int_0^\infty x^2\left(-\frac{df}{dx}\right)dx=4\int_0^\infty xf\,dx
=4\sum_{n=1}^{\infty}\frac{(-1)^{n+1}}{n^2}. \tag{6}$$

The last step uses $\int_0^\infty xe^{-nx}dx=1/n^2$; the interchange of sum and integral is allowed because $\sum1/n^2$ converges. The alternating sum is the full sum $\pi^2/6$ minus twice its even part, $2\times\frac14\times\pi^2/6$, which leaves $\pi^2/12$. Hence

$$\kappa=L\sigma T,\qquad L=\frac{\pi^2}{3}\left(\frac{k_B}{e}\right)^2=2.443\times10^{-8}\ \mathrm{V^2\,K^{-2}}. \tag{7}$$

This is the Wiedemann-Franz law, with Lorenz number $L$. The scattering time has cancelled because the same electrons, scattered in the same way, carry both currents.

The terms in $I_1$ are thermoelectric. The thermopower has magnitude $(k_B/e)|I_1/I_0|$, so the subtracted term in (5) is its square. For the model $\Sigma\propto E^{3/2}$, with a Fermi energy of 5 eV and $T=1000$ K, this square is 0.0022 of $L$. The integrals in (5) then give $2.4405\times10^{-8}\ \mathrm{V^2\,K^{-2}}$, about 0.1% below (7). These figures measure only the correction to the Lorenz ratio. The cross terms in (4) are linear in $I_1$. When the gradients are related by $|\nabla\phi|\sim\sqrt L\,|\nabla T|$, as in a strongly heated filament, the ratio of $k_BI_1\nabla T$ to $I_0\nabla\bar\mu$ and the ratio of $I_1\nabla\bar\mu$ to $k_BI_2\nabla T$ are both of the order of the thermopower divided by $\sqrt L$, here $\sqrt{0.0022}\approx0.05$. This estimate fails near the hottest surface, where $\nabla T$ vanishes while the current does not: there the thermoelectric heat flow exceeds the conducted one. That heat flow is proportional to the current, however, and it enters the heat balance only through the variation of the thermopower. A thermopower independent of position and temperature can be absorbed into the potential and leaves the peak formula (19) unchanged. One proportional to $T$, of the size found in this model, lowers the peak of the example below by about 0.05 K if $\kappa=L\sigma T$ is kept. With both the thermopower and $\kappa/\sigma T$ taken from the integrals, the peak instead rises by about 0.2 K, because the Lorenz ratio is then slightly smaller than $L$. We drop the thermoelectric terms from here on. The local relations (17) and (22) then hold as written for a conductor without them, and in other metals the corrections may be larger.

## The two conservation laws

Let the conductor be a connected body of any shape, touching one electrode at $\phi=0$ and another at $\phi=V>0$. Both electrodes are held at $T_0$, and the contacts add no electrical or thermal resistance. Thus $V$ is the drop across the filament itself, excluding leads and series resistors. The remaining surface, called the sides, passes neither charge nor heat. Heat conduction by the lattice is neglected. The conductivity $\sigma>0$ may vary with temperature and position.

In a steady state charge is conserved:

$$\nabla\cdot(\sigma\nabla\phi)=0. \tag{8}$$

Each electron carries total energy $\varepsilon=(E-\mu)+\bar\mu$. The particle current is $-\mathbf J/e$, so the energy current is $\mathbf q+\bar\mu(-\mathbf J/e)=\mathbf q+\phi\mathbf J$. Its divergence vanishes. With $\nabla\cdot\mathbf J=0$, $\mathbf J=-\sigma\nabla\phi$ and $\mathbf q=-\kappa\nabla T$, this becomes

$$\nabla\cdot(\kappa\nabla T)+\sigma|\nabla\phi|^2=0. \tag{9}$$

The second term is the Joule heat per unit volume. On the sides, with outward normal derivative $\partial_n$,

$$\sigma\,\partial_n\phi=0,\qquad \kappa\,\partial_nT=0. \tag{10}$$

## Temperature as a function of potential

The Wiedemann-Franz law lets the heat flux be written with the same weight $\sigma$ as the charge flux:

$$\kappa\nabla T=L\sigma T\nabla T=\sigma\nabla\left(\tfrac12LT^2\right). \tag{11}$$

The Joule heat can also be written as a divergence. By the product rule and (8),

$$\nabla\cdot\left[\sigma\nabla\left(\tfrac12\phi^2\right)\right]=\nabla\cdot(\phi\,\sigma\nabla\phi)=\sigma|\nabla\phi|^2. \tag{12}$$

Equations (9), (11) and (12) show that $\frac12LT^2+\frac12\phi^2$ obeys the same equation as $\phi$. We may add a constant and a multiple of $\phi$ without changing this, and we choose them so that the combination vanishes at both electrodes:

$$w=\tfrac12L(T^2-T_0^2)-\tfrac12\phi(V-\phi). \tag{13}$$

At each electrode $T=T_0$ and one factor of $\phi(V-\phi)$ is zero, so $w=0$. Differentiating (13) and using (11),

$$\sigma\nabla w=\kappa\nabla T-\left(\tfrac12V-\phi\right)\sigma\nabla\phi. \tag{14}$$

In the divergence of (14), the first term gives $-\sigma|\nabla\phi|^2$ by (9). The second gives $+\sigma|\nabla\phi|^2$, because (8) leaves only the derivative of the bracket. Therefore

$$\nabla\cdot(\sigma\nabla w)=0, \tag{15}$$

and (10) gives $\sigma\,\partial_nw=0$ on the sides.

It remains to show that $w$ vanishes inside. Multiply (15) by $w$, integrate over the body and integrate by parts:

$$\int\sigma|\nabla w|^2\,d^3r=\oint w\,\sigma\,\partial_nw\,dA=0. \tag{16}$$

The surface integral is zero on the electrodes because $w=0$, and on the sides because the flux is zero. Since $\sigma>0$, $\nabla w=0$ throughout. The body is connected and touches the electrodes, so $w=0$ everywhere:

$$L(T^2-T_0^2)=\phi(V-\phi). \tag{17}$$

Every equipotential surface is thus an isotherm, even where the current spreads or turns a corner. The argument does not require $\sigma$ to be known; it uses $\sigma$ only as a positive weight.

## The peak temperature

Completing the square in (17) gives

$$L(T^2-T_0^2)=\frac{V^2}{4}-\left(\phi-\frac V2\right)^2. \tag{18}$$

The right side cannot exceed $V^2/4$. It reaches that value, because $\phi$ varies continuously from 0 to $V$ and must pass through $V/2$. The hottest points therefore lie on the surface $\phi=V/2$, and

$$\boxed{V^2=4L\left(T_{\max}^2-T_0^2\right)}. \tag{19}$$

This is the Kohlrausch relation. Suppose a filament of fixed length is made thicker at fixed voltage. It carries more current and dissipates more power, but its conductance for heat grows in proportion. The power changes and the peak temperature does not.

Two limits follow from $T_{\max}=\sqrt{T_0^2+V^2/4L}$. For $V\ll2\sqrt L\,T_0$, expansion of the root gives

$$T_{\max}-T_0\simeq\frac{V^2}{8LT_0}, \tag{20}$$

the quadratic rise expected from Joule heating at nearly constant conductivity. For $V\gg2\sqrt L\,T_0$,

$$T_{\max}\simeq\frac{V}{2\sqrt L}, \tag{21}$$

with a slope of 3199 K/V. The rise becomes linear because $\kappa/\sigma$ itself grows with temperature, so a hotter filament removes heat more effectively for a given electrical conductance.

The heat divides simply between the electrodes. Since $w=0$, equation (14) gives $\kappa\nabla T=(V/2-\phi)\sigma\nabla\phi$, or

$$\mathbf q=\left(\tfrac12V-\phi\right)\mathbf J. \tag{22}$$

At $\phi=0$ the total current $I$ leaves the body and carries with it a heat flow $VI/2$. At $\phi=V$ the current enters, but the bracket is $-V/2$, so heat $VI/2$ again flows outward. Each electrode receives half the power, however lopsided the filament.

## A numerical example

Take $T_0=300$ K and $V=0.30$ V as round model parameters. Then

$$\frac{V^2}{4L}=\frac{0.0900}{4(2.443\times10^{-8})}\ \mathrm{K^2}=9.21\times10^5\ \mathrm{K^2},$$

$$T_{\max}=\sqrt{9.00\times10^4+9.21\times10^5}\ \mathrm K=1005.5\ \mathrm K. \tag{23}$$

The hot limit (21) gives 959.7 K, about 5% below the full result.

For comparison, (8) and (9) were solved numerically, without using (17), for five flat bodies divided into square cells. Three are straight strips. The neck and the notch narrow part of the strip to a quarter of its width, the neck at the centre and the notch off-centre. In the graded bodies $\sigma$ also contains a factor $1+2s$, where $s$ is the fractional distance from the electrode at $\phi=0$. The conductance $G$ is given in units of $\sigma_0d$, where $\sigma_0$ is the reference conductivity and $d$ the thickness.

| Body and law for $\sigma$ | Peak (K) | Peak at $s$ | $G/\sigma_0d$ |
|---|---:|---:|---:|
| Strip, $1/T$ | 1005.3 | 0.492 | 0.198 |
| Strip, constant | 1006.2 | 0.492 | 0.500 |
| Neck, constant | 1005.4 | 0.508 | 0.203 |
| Strip, graded, $1/T$ | 1005.6 | 0.367 | 0.361 |
| Notch, graded, $1/T$ | 1005.5 | 0.602 | 0.185 |

At fixed conductivity law, the neck lowers the conductance by a factor of about 2.5 and the notch by about 1.9. On the grid of $64\times32$ cells used for the table the ratios are 2.47 and 1.95; these are not converged in the last digit, and finer grids move them towards 2.45 and 1.94. The solved peaks stay within 0.1% of (23). The largest local departure from (17) is 1.2 K, in the strip of constant conductivity. Each electrode receives half the heat to within 0.0002 of the total power.

The peak positions are those of the centre of the hottest cell. By (17) the whole surface $\phi=V/2$ is equally hot. In the notched body this surface is curved and runs from about $s=0.60$ to $s=0.63$, so the entry 0.602 marks only one point on it. In the symmetric bodies the middle lies on the boundary between two cells, which is why 0.492 and 0.508 appear instead of 0.5. In the graded strip the shift can be calculated. With $\ell$ the strip length and $J$ the magnitude of the current density,

$$\frac{J\ell\,ds}{1+2s}=\sigma_0\frac{T_0}{T(\phi)}\,d\phi. \tag{24}$$

By (17), $T(\phi)$ is symmetric about $V/2$, so half the integral of the left side lies on each side of the peak. This requires $\ln(1+2s)=\frac12\ln3$, or $s=(\sqrt3-1)/2\simeq0.366$, in agreement with the table. The more resistive end takes more voltage per unit length and draws the hot spot towards itself.

Used in reverse, (19) gives the voltage for a chosen peak. For 900 K,

$$V=2\sqrt{L(900^2-300^2)\ \mathrm{K^2}}=0.265\ \mathrm V. \tag{25}$$

Peaks of 600 K and 1200 K need 0.162 V and 0.363 V.

## Where geometry returns

A filament embedded in an oxide can lose heat through its sides. Let the surroundings be at $T_0$, and replace the thermal condition in (10) by $\kappa\,\partial_nT=-h(T-T_0)$ with $h\ge0$. For a thin film described in two dimensions, loss through the faces instead adds a volume term, and (9) becomes

$$\nabla\cdot(\kappa\nabla T)+\sigma|\nabla\phi|^2=\gamma(T-T_0),\qquad\gamma\ge0. \tag{26}$$

No point can be colder than $T_0$. To see this, let $m=T_0-T$ where this is positive and $m=0$ elsewhere. Multiplying (26) by $m$ and integrating by parts gives

$$\int\left(\kappa|\nabla m|^2+\gamma m^2+m\sigma|\nabla\phi|^2\right)d^3r+\oint hm^2\,dA=0. \tag{27}$$

Every term is non-negative, so each vanishes. Thus $m$ is constant, and it is zero at the electrodes; hence $T\ge T_0$.

Repeating the steps from (13) to (15) now gives $\nabla\cdot(\sigma\nabla w)=\gamma(T-T_0)\ge0$ inside and $\sigma\,\partial_nw=-h(T-T_0)\le0$ on the sides. Let $w_+$ equal $w$ where $w>0$ and zero elsewhere. Multiplication by $w_+$ and integration by parts yield

$$\int\sigma|\nabla w_+|^2d^3r=-\int w_+\gamma(T-T_0)\,d^3r-\oint w_+h(T-T_0)\,dA\le0. \tag{28}$$

The left side cannot be negative, so $w_+=0$. The temperature nowhere exceeds the value in (17), and (19) becomes an upper bound on the peak.

The actual peak now depends on length. For a straight strip with $\sigma\propto1/T$, $\kappa$ is constant by (7). Dividing (26) by $\kappa/\ell^2$ and using $\sigma/\kappa=1/LT$,

$$\frac{d^2T}{ds^2}+\frac1{LT}\left(\frac{d\phi}{ds}\right)^2=\Lambda(T-T_0),\qquad\Lambda=\frac{\gamma\ell^2}{\kappa}. \tag{29}$$

Length has disappeared from the left side but remains in $\Lambda$. At 0.30 V the numerical solution gives a peak of 961 K for $\Lambda=1$. Doubling the length in the same material raises $\Lambda$ to 4 and lowers the peak to 859 K. Both lie below the 1005.5 K of the insulated strip.

Lattice heat conduction has a different effect. If the total $\kappa/\sigma$ is still a function of temperature alone, define $F(T)=\int_{T_0}^{T}(\kappa/\sigma)\,dT'$. Then $\kappa\nabla T=\sigma\nabla F$, and the proof above holds with $F$ in place of $\frac12L(T^2-T_0^2)$:

$$\int_{T_0}^{T_{\max}}\frac{\kappa}{\sigma}\,dT=\frac{V^2}{8}. \tag{30}$$

The peak is still independent of shape. It is lower than (19) predicts, because the lattice makes $\kappa/\sigma$ larger than $LT$ and the integral reaches $V^2/8$ sooner. If $\kappa/\sigma$ also varies with position, as it can when disorder changes $\sigma$ but not the lattice contribution, there is no such function $F$ of temperature alone and this proof no longer applies.

For a real filament, then, (19) is a statement about the steady, metallic, side-insulated case. It also needs a filament long enough for the electrons to have a local temperature, and a voltage pulse long enough for the heat flow to become steady.

## Calculated quantities

```
Lorenz number L = 2.4430e-08 V^2/K^2
L from transport integrals = 2.4405e-08 V^2/K^2
  at Fermi energy 5.0 eV, T = 1000 K
  thermopower squared over L = 0.00220
Electrode temperature T0 = 300 K, voltage V = 0.30 V
Kohlrausch peak temperature = 1005.5 K
Grid: 64 x 32 cells
straight strip, sigma ~ 1/T:
  solved peak temperature = 1005.3 K
  peak position / length = 0.492
  conductance / (sigma0 thickness) = 0.1982
  share of heat to left electrode = 0.5000
  largest gap from local law = 0.06 K
straight strip, sigma constant:
  solved peak temperature = 1006.2 K
  peak position / length = 0.492
  conductance / (sigma0 thickness) = 0.5000
  share of heat to left electrode = 0.5000
  largest gap from local law = 1.20 K
central neck, sigma constant:
  solved peak temperature = 1005.4 K
  peak position / length = 0.508
  conductance / (sigma0 thickness) = 0.2027
  share of heat to left electrode = 0.5000
  largest gap from local law = 0.24 K
straight strip, graded, 1/T:
  solved peak temperature = 1005.6 K
  peak position / length = 0.367
  conductance / (sigma0 thickness) = 0.3608
  share of heat to left electrode = 0.4999
  largest gap from local law = 0.26 K
off-centre notch, graded, 1/T:
  solved peak temperature = 1005.5 K
  peak position / length = 0.602
  conductance / (sigma0 thickness) = 0.1854
  share of heat to left electrode = 0.5000
  largest gap from local law = 0.10 K
Conductance ratio, strip to neck = 2.466
Conductance ratio, strip to notch = 1.946
Notch at 0.10 V: solved peak = 438.6 K
  Kohlrausch peak = 438.6 K
Side loss, strip of 32 cells: peak = 960.7 K
  loss * length^2 / kappa(T0) = 1.00
Side loss, strip of 64 cells: peak = 859.3 K
  loss * length^2 / kappa(T0) = 4.00
Voltage for peak 600 K = 0.1624 V
Voltage for peak 900 K = 0.2653 V
Voltage for peak 1200 K = 0.3632 V
Hot-limit slope 1/(2 sqrt L) = 3199.0 K/V
Hot-limit peak at 0.30 V = 959.7 K
```
